# Pseudo-arclength continuation through the hysteresis folds of an inductive discharge

## Choosing the continuation variable

Someone computing the operating curve of an inductive plasma source must decide whether to step the coil current and solve for the plasma, or to treat current as one more unknown. If the curve folds back, the first choice fails at the fold: the neighbouring solution lies at a current already passed. The second choice, pseudo-arclength continuation, passes the fold and also delivers the unstable branch, whose states lie on the boundary between initial plasmas that settle into different stable states.

In the example below, capacitive coupling added to inductive heating does not by itself make the curve fold within the density range studied. A further ingredient is needed there: stepwise ionization, which lets the electron temperature fall as density grows. This reduces the energy cost per electron and, when the collision frequency exceeds the angular drive frequency as in the example, also raises the real conductivity per electron. Stability is judged at fixed peak coil current $I$. A generator with a matching network imposes another constraint and can change the verdict.

## Balance equations

The unknowns are electron density $n$, electron temperature $T$ in eV, and the density $n_m$ of long-lived 4s argon atoms, lumped together. Electrons are Maxwellian and the gas density $n_g$ is uniform. With $\nu_w$ the wall-loss rate,

$$\frac{d\ln n}{dt}=f_1=n_gK_i+n_mK_s-\nu_w .$$

The 4s atoms are produced by a fraction $\beta$ of excitations and lost by ionization, quenching and diffusion. Dividing their balance by $n_m$ gives

$$\frac{d\ln n_m}{dt}=f_3=\frac{\beta K_xn_gn}{n_m}-n(K_s+K_q)-\nu_m .$$

If $P$ is the power given to electrons, $\mathcal V$ the plasma volume and $L$ the loss per electron in eV/s, then $d(\tfrac32nT)/dt=P/(e\mathcal V)-nL$. Expanding the left side as $\tfrac32nT(d\ln n/dt+d\ln T/dt)$ and dividing by $\tfrac32nT$,

$$\frac{d\ln T}{dt}=f_2=\frac{2}{3T}\left(\frac{P}{e\mathcal Vn}-L\right)-f_1 .$$

The loss is

$$\begin{aligned}L={}&n_g\left[15.76K_i+12.1K_x+\tfrac{3m_e}{M}K_e(T-T_g)\right]\\&+n_m(4.2K_s+0.1K_q)+\nu_wT\left[\tfrac52+\tfrac12\ln\tfrac{M}{2\pi m_e}\right],\end{aligned}$$

with $T_g$ in eV and $M$ the ion mass. The last bracket contains $2$ for the kinetic energy of a lost electron, $\tfrac12$ for ion acceleration to the Bohm speed, and the floating sheath drop. Energy that the rf sheath gives directly to ions is not an electron loss.

The rough argon fits, in m$^3$/s, are

- $K_i=2.3\times10^{-14}T^{0.6}e^{-17.4/T}$ and $K_x=2.5\times10^{-14}T^{0.33}e^{-12.8/T}$;
- $K_s=2.7\times10^{-13}T^{0.26}e^{-4.6/T}$ and $K_e=10^{-13}(T/2.5)^{1.4}$;
- $K_q=10^{-13}$, with $\beta=0.5$.

For plasma radius $a$ and length $l$, $\nu_w=\sqrt{eT/M}\,(2\pi al\,h_s+2\pi a^2h_e)/\mathcal V$. The edge-to-centre density ratios are $h_s=0.80/\sqrt{4+a/\lambda}$ and $h_e=0.86/\sqrt{3+l/2\lambda}$, where $\lambda=1/(n_g\,10^{-18}\,\mathrm{m^2})$. Diffusion gives $\nu_m=D[(2.405/a)^2+(\pi/l)^2]$ with $Dn_g=2\times10^{20}$ m$^{-1}$s$^{-1}$.

## Power from the coil

Fields vary as $e^{i\omega t}$ with peak amplitudes. For collision frequency $\nu=n_gK_e$, the electron momentum equation gives $\sigma=ne^2/[m_e(\nu+i\omega)]$. Let $Y=\sigma+i\omega\varepsilon_0$. In a long cylinder, Maxwell's equations read

$$-\frac{dH_z}{dr}=YE_\theta,\qquad \frac1r\frac{d(rE_\theta)}{dr}=-i\omega\mu_0H_z .$$

Eliminating $E_\theta$ gives $r^{-1}(rH_z')'+k^2H_z=0$ with $k^2=-i\omega\mu_0Y$. The solution regular on the axis is $H_z=H_0J_0(kr)/J_0(ka)$, and a coil of $N$ turns sets $H_0=NI/l$. Since $J_0'=-J_1$, the edge field is $E_\theta(a)=kH_0J_1(ka)/[YJ_0(ka)]$. The inward power is $-\tfrac12\mathrm{Re}(E_\theta H_z^*)\,2\pi al$. Equating it to $\tfrac12I^2R_{\rm ind}$,

$$R_{\rm ind}=-\frac{2\pi aN^2}{l}\,\mathrm{Re}\left[\frac{kJ_1(ka)}{YJ_0(ka)}\right].$$

For weak screening, $J_1(x)/J_0(x)=x/2+x^3/16+\dots$. The first term contributes $k^2a/(2Y)=-i\omega\mu_0a/2$, which is purely reactive. The second contributes $k^4a^3/(16Y)=-\omega^2\mu_0^2Ya^3/16$. Hence

$$R_{\rm ind}\simeq\frac{\pi N^2\omega^2\mu_0^2a^4}{8l}\,\mathrm{Re}\,\sigma ,$$

which is proportional to $n$ at fixed $T$. At $3\times10^{11}$ cm$^{-3}$ and 2.3 eV, where screening matters, the Bessel formula gives 4.13850 ohm and a finite-difference field solution gives 4.13849 ohm.

A coil of radius $b$ has inductance $L_c=\mu_0\pi N^2b^2/l$. Its voltage, of amplitude $\omega L_cI$, drives a fixed capacitance $C$ in series with half the plasma length:

$$Z=\frac{l}{2\pi a^2\sigma}+\frac1{i\omega C},\qquad R_{\rm cap}=(\omega L_c)^2\frac{\mathrm{Re}Z}{|Z|^2}.$$

This follows from $\tfrac12|\omega L_cI/Z|^2\,\mathrm{Re}Z=\tfrac12I^2R_{\rm cap}$. When the capacitor dominates $Z$, the capacitive current is fixed by $I$, and $R_{\rm cap}\propto1/n$. The total power is $P=\tfrac12I^2R$ with $R=R_{\rm ind}+R_{\rm cap}$.

## An explicit curve and the condition for a fold

The steady states can be found without continuation. At chosen $n$, $f_3=0$ gives $n_m=\beta K_xn_gn/[n(K_s+K_q)+\nu_m]$. Inserting this in $f_1=0$ leaves one equation for $T$. Power balance then yields

$$I^2=\frac{2e\mathcal V\,nL}{R}.$$

Taking logarithms and differentiating along this curve,

$$2\frac{d\ln I}{d\ln n}=\frac{d\ln(nL)}{d\ln n}-\frac{d\ln R}{d\ln n}.$$

A fold needs the two slopes on the right to be equal.

**Without stepwise ionization.** Set $K_s=0$. Then $T$ is independent of $n$, and $L$ cannot fall, because its one density-dependent part is the small quenching term, which rises with $n_m$. With weak screening and negligible electron inertia, $R_{\rm ind}/n$ is constant. Writing the plasma resistance as $r/n$, $R_{\rm cap}/n=(\omega L_c)^2r/[r^2+n^2/(\omega C)^2]$ decreases with $n$. Therefore $I^2=2e\mathcal VL/(R/n)$ rises monotonically and has no fold. With screening and inertia restored, the calculation for the example below also found none between $10^8$ and $3\times10^{12}$ cm$^{-3}$. Inertia does matter at lower density or higher frequency. It gives the plasma an inductance that resonates with $C$, and $I$ then has a minimum at $n=r\omega^2C/\nu$. For this source that density is about $4\times10^6$ cm$^{-3}$ at 2 MHz, but $1.8\times10^8$ cm$^{-3}$ at 13.56 MHz.

**Without capacitive coupling.** Now $R/n$ tends to a constant as $n\to0$, so $I$ tends to a finite threshold. Stepwise ionization lowers $T$ as $n$ grows. This lowers $L$ and, through a smaller $\nu$, raises $R/n$ as long as $\nu>\omega$, because $\mathrm{Re}\,\sigma/n\propto\nu/(\nu^2+\omega^2)$. In the example the curve therefore starts towards smaller current. Screening later turns it back. One fold remains, as the calculation confirmed. On its low-density side current falls with density, which the determinant argument below shows to be unstable, so there is no stable low-density plasma branch.

## Pseudo-arclength steps

Let $z=(\ln n,\ln T,\ln n_m,\ln I)$ and $F(z)=(f_1,f_2,f_3)$. The $3\times4$ derivative $F_z$ has a null vector $t$, the unit tangent. It is found from the previous tangent $t_{\rm old}$ by solving

$$\begin{pmatrix}F_z\\t_{\rm old}^{T}\end{pmatrix}t=\begin{pmatrix}0\\1\end{pmatrix}$$

and normalizing. The last row gives $t_{\rm old}\cdot t>0$, so the direction of travel is kept. From a point $z_0$, the predictor is $z_0+\Delta s\,t$. Newton's method then solves

$$F(z)=0,\qquad t\cdot(z-z_0)-\Delta s=0 .$$

The bordered matrix is regular at an ordinary fold. Suppose it annihilates $v$. If $F_z$ has rank three, $F_zv=0$ implies $v=\alpha t$, and the last row gives $\alpha\,t_{\rm old}\cdot t=0$. Hence $\alpha=0$ unless the two tangents are perpendicular. The matrix does become singular where $F_z$ loses rank, as at a crossing of two solution curves, although a finite step may pass over such a point. Newton's method may also fail where the curve turns too sharply within one step.

The procedure is as follows.

1. Take a starting point from the explicit curve at low density, with $(1,0,0,0)$ as first reference vector.
2. Predict and correct. If Newton fails, halve $\Delta s$; after success, enlarge it up to a set maximum.
3. Compute the new tangent and the eigenvalues of $J$, the first three columns of $F_z$.
4. If the current component of $t$ changes sign, find its zero as a function of $\Delta s$ within that step. This locates the fold.

## What the eigenvalues add

Write $\lambda'=d\ln I/d\ln n$ along the curve. Current enters $f_2$ alone, through $P\propto I^2$, so

$$\frac{\partial F}{\partial\ln I}=(0,g,0)^T,\qquad g=\frac{4P}{3Te\mathcal Vn}>0 .$$

Differentiating $F=0$ with respect to $\ln n$ gives $Ju'=-\lambda'(0,g,0)^T$, where $u'=(1,d\ln T/d\ln n,d\ln n_m/d\ln n)^T$. Cramer's rule for the first component, which equals one, replaces the first column of $J$ by the right side. Expanding in that column, whose entry lies in row two and carries a minus sign,

$$\det J=\lambda'g\,(J_{12}J_{33}-J_{13}J_{32}).$$

The bracket was negative at every traced point of the example. Thus $\det J<0$ where current rises with density and $\det J>0$ where it falls. A positive determinant of a real $3\times3$ matrix means a positive real eigenvalue, so the backward branch is unstable. A negative determinant permits three decaying modes, but also one decaying mode with two growing ones. The slope therefore cannot certify stability, and the full set of eigenvalues is needed.

Near a fold at $(n_f,I_f)$, put $x=\ln(n/n_f)$, so that $\ln(I/I_f)\simeq\tfrac12cx^2$ and $\lambda'\simeq cx$. If the other two eigenvalues stay away from zero, the slow one is $\det J$ divided by their product. It is thus proportional to $x$, or to $\pm\sqrt{|\ln(I/I_f)|}$. Relaxation slows near the fold, and a current sweep must slow with it if it is to locate the jump.

## Numerical error

The predictor misses the curve by a distance of order $\Delta s^2$, but the corrector removes this. Step length determines which points are sampled, not their converged accuracy. Halving the maximum step from 0.08 moved the fold currents by at most $9\times10^{-14}$ A.

Derivatives use central differences with $h=10^{-5}$ in the logarithms. For $G=e^{-E/T}$, $q=E/T$ and $\tau=\ln T$, $dq/d\tau=-q$. Therefore $G'=qG$, $G''=(q^2-q)G$ and $G'''=(q^3-3q^2+q)G$. The leading relative error of $G'$ is

$$\frac{h^2}{6}\frac{G'''}{G'}=\frac{h^2}{6}(q^2-3q+1)\approx6\times10^{-10}$$

for $q=17.4/2.3=7.6$. Rounding in terms of order $10^6$ s$^{-1}$ adds roughly $10^{-16}\times10^6/10^{-5}=10^{-5}$ s$^{-1}$. Both are harmless for eigenvalues near $10^3$ s$^{-1}$, but very close to a fold the sign of a computed eigenvalue loses meaning.

A fold's current is better determined than its density. An error $\delta$ in $\ln I$ leaves an uncertainty $\sqrt{2\delta/|c|}$ in $\ln n$ when an extremum is sought by comparing currents. The continuation folds agreed with the extrema of the explicit curve within $10^{-7}$ in $\ln I$ and $10^{-4}$ in $\ln n$.

The same flatness helps with model errors. For a parameter $p$, the total change of $\ln I_f$ is $\partial\ln I/\partial p+\lambda'\,d\ln n_f/dp$, and $\lambda'=0$. To first order, the fold current shifts as if density were held fixed.

## Worked example

The source has $a=3$ cm, $l=20$ cm, $b=4$ cm and $N=10$. It runs at 30 mTorr, 400 K and 2 MHz with $C=20$ pF. The 127 traced points contain two folds:

| Fold | Current (A) | Density (cm$^{-3}$) | $T$ (eV) |
|---|---:|---:|---:|
| upward sweep | 5.242 | $3.19\times10^9$ | 2.448 |
| downward sweep | 4.590 | $8.65\times10^{10}$ | 2.306 |

At the upward fold the slopes of $nL$ and $R$ are both 0.914; at the downward fold both are 0.962. With rows scaled to order one, the smallest singular value of $J$ is below $10^{-10}$ at both folds, while that of the bordered matrix is 0.32 and 1.0.

At 4.905 A, inside the window, three states coexist:

| State | $n$ (cm$^{-3}$) | $T$ (eV) | $P_{\rm ind}$ (W) | $P_{\rm cap}$ (W) | Leading eigenvalue (s$^{-1}$) |
|---|---:|---:|---:|---:|---:|
| low | $1.41\times10^9$ | 2.478 | 0.258 | 0.076 | $-1891$ |
| middle | $1.34\times10^{10}$ | 2.372 | 2.57 | 0.008 | $+2230$ |
| high | $3.21\times10^{11}$ | 2.291 | 52.5 | 0.0003 | $-8834$ |

The low state is not mainly capacitive here: the capacitive share is $0.076/(0.258+0.076)=23\%$. This share still matters, because it falls steeply with density and so bends the low branch upward in current.

The energy cost follows from $L=P/(e\mathcal Vn)$ with $\mathcal V=\pi a^2l=5.65\times10^{-4}$ m$^3$. The low state needs $2.6\times10^6$ eV/s per electron and the high state $1.8\times10^6$, a fall of 31%. Stepwise ionization allows a lower temperature, and the fit for $K_x$ then drops by 36% between these states. The lower temperature also reduces $\nu$ and, since $\nu\approx5\omega$ here, raises $\mathrm{Re}\,\sigma/n$ by 11% between these states. This second effect is weaker but can fold the curve by itself: with $L$ held at its value at $10^8$ cm$^{-3}$ and $T(n)$ unchanged, folds remain at 5.62 and 5.56 A.

Every traced point between the folds had one eigenvalue with positive real part; every point outside had none. Integrating the nonlinear equations from a small displacement of the middle state gave a growth rate of 2230.5 s$^{-1}$, against the eigenvalue 2230.4 s$^{-1}$. Displacements of opposite sign led to the high and the low state. Starting on the appropriate branch, the plasma stayed there with the current 1% inside either fold and jumped with it 1% outside.

## How far the numbers can be trusted

Low-pressure argon sources commonly work at a few to tens of mTorr, with roughly $10^{10}$ to $10^{12}$ cm$^{-3}$ in the inductive mode, so the high state is in a typical range. The frequency of 2 MHz is lower than the widespread 13.56 MHz, and the result does not carry over. With all other parameters unchanged, at 13.56 MHz $\nu\approx0.8\omega$, a lower temperature no longer raises $\mathrm{Re}\,\sigma/n$, and both folds of the S-shaped curve disappear; only the resonance minimum near $1.8\times10^8$ cm$^{-3}$ remains. A 30% change in $K_i$ or $K_x$ moves the upward fold by up to 0.57 A and can bring the width of the window, 0.65 A in the table, to anything from 0.41 to 0.95 A. The same change in $K_e$ moves the upward fold by up to 0.71 A. The 4s rates are uncertain too, and they also affect the width. Doubling $K_q$ changes the fold currents to 5.29 and 4.95 A; halving $\beta$ as well gives 5.49 and 5.34 A. The window shrinks from 0.65 to 0.15 A. The loss $L$ also omits excitation of 4s atoms to the 4p levels followed by radiation, which costs about 1.6 eV per event and grows with density. Adding it to the original model with an approximate rate of $8.9\times10^{-13}T^{0.51}e^{-1.59/T}$ m$^3$/s, and assuming that every such atom returns to 4s, moves the folds to 5.36 and 4.95 A. The fit for $K_s$ may also be too high: the Lotz formula for the ionization cross section gives about 0.6 of it at 2.3 eV. With the 4p loss included, reducing $K_s$ to a third leaves a window of only 0.01 A, and reducing it to 0.3 of the fit removes both folds. These rates therefore do not settle whether a real source of this kind is bistable; the example shows how to find out once better rates are chosen.

Real sheaths also break the assumption of fixed $C$. A Child-law estimate at the upward fold gives a 4.0 mm sheath and a net capacitance of 10.2 pF. Using that value throughout raises the upward fold to 5.41 A, by 3%, and leaves the downward fold at 4.59 A. Recomputing the sheath at each point of the curve instead puts the upward fold at 5.50 A and about $1.1\times10^9$ cm$^{-3}$, a third of the tabulated density. The estimated sheath is then 9 mm thick, no longer small beside the plasma radius, so the low-density branch is only qualitative. The finite coil reduces the central field by a factor 0.93, and the field at its ends to about half. Averaged as a root mean square over the plasma volume, the unscreened induced field is 0.84 of the long-coil value, which raises the downward fold current by about $1/0.84-1=19\%$, more than the width of the window.

Other omissions have been sized but not converted into current shifts. At the upward fold, the electron-electron collision rate is about 0.11 of the inelastic rate, so a Maxwellian distribution is doubtful there; at the downward fold the ratio is 4.9. Even that does not guarantee a Maxwellian tail, because fast electrons exchange energy with other electrons more slowly, and collide inelastically more often, than the average electron. The electron mean free path is half the plasma radius, which weakens the local conductivity law. Collisionless sheath heating is of order 0.3 of the ohmic capacitive heating. Ionization in collisions between 4s atoms reaches about 6% of the wall loss, and gas heating at the downward fold is of order 17 K.

The electrical constraint deserves separate attention. If a controller held the electron-absorbed power instead of the current, steady states would obey $nL=P/(e\mathcal V)$, and a fold would require $d\ln(nL)/d\ln n=0$. At the two current folds this slope is 0.91 and 0.96, so neither is a fold in power. A measured jump must therefore be compared with a calculation that holds the same electrical quantity fixed. The remaining intermediate values are in the numerical output.

## Values computed for the example and the checks

```
pressure 30 mTorr; gas 400 K
plasma radius 3.0 cm; length 20.0 cm
coil radius 4.0 cm; turns 10
frequency 2.0 MHz; capacitance 20.0 pF
gas density 7.242e+14 cm^-3
edge factors: side 0.1577, end 0.0990
4s wall loss rate 1842.9 s^-1
coil inductance 3.158 uH
R_ind at 3e11 cm^-3, 2.3 eV: formula 4.13850 ohm
same from finite differences: 4.13849 ohm
continuation points 127; maximum step 0.08
upward fold current 5.24184 A
  density 3.1875e+09 cm^-3; T 2.4479 eV
  log slopes: loss 0.91359, resistance 0.91359
  least singular value: fixed I 9.8e-11, bordered 3.2e-01
downward fold current 4.58956 A
  density 8.6465e+10 cm^-3; T 2.3055 eV
  log slopes: loss 0.96231, resistance 0.96231
  least singular value: fixed I 2.5e-11, bordered 1.0e+00
fold current shift on halving step 8.9e-14 A
hysteresis width 0.6523 A; test current 4.90487 A
low: n 1.4128e+09 cm^-3; T 2.4777 eV; 4s 4.781e+10 cm^-3
  P_ind 0.2575 W; P_cap 0.07645 W; eigenvalue -1890.81 s^-1
middle: n 1.3400e+10 cm^-3; T 2.3724 eV; 4s 1.909e+11 cm^-3
  P_ind 2.5737 W; P_cap 0.00755 W; eigenvalue 2230.43 s^-1
high: n 3.2095e+11 cm^-3; T 2.2908 eV; 4s 2.957e+11 cm^-3
  P_ind 52.4880 W; P_cap 0.00030 W; eigenvalue -8833.85 s^-1
saddle growth from time integration 2230.51 s^-1
folds without stepwise ionization: 0
folds without capacitive coupling: 1
coil voltage at upward fold 208.0 V
Child sheath there 4.01 mm; net C 10.20 pF
sheath-reduced capacitance: fold currents 5.4106, 4.5897 A
4s quenching doubled: fold currents 5.2896, 4.9460 A
also 4s yield halved: fold currents 5.4891, 5.3387 A
largest pooling/wall-loss ratio 0.0639
e-e/inelastic rate: upward fold 0.1139
e-e/inelastic rate: downward fold 4.8530
electron path/radius at upward fold 0.4963
sheath/ohmic heating scale 0.2978
finite-coil centre field factor 0.9285
relative coil reactance shift, downward fold -0.00988
gas heating scale at downward fold 17.23 K
```
